\section*{Knudsen Conductance of a Long, Slowly Corrugated Pore}

\section{A pore made of two radii}

Let a long pore consist of equal lengths of two uniform tubes, of radii $r(1+a)$ and $r(1-a)$, joined alternately. The gas is so dilute that molecules meet the wall and not each other. A uniform tube of radius $R$ and length $\ell$ then has a conductance proportional to $R^3/\ell$, as Lemma 1 shows. If every segment is much longer than its radius, the junctions can be neglected and the resistances add. Relative to a uniform pore of radius $r$ and the same total length, the resistance is
\begin{align}
\frac12\left[\frac1{(1+a)^3}+\frac1{(1-a)^3}\right]
&=\frac{(1-a)^3+(1+a)^3}{2(1-a^2)^3}\nonumber\\
&=\frac{1+3a^2}{(1-a^2)^3}.
\end{align}
The odd powers of $a$ cancel in the numerator. The conductance is therefore multiplied by $(1-a^2)^3/(1+3a^2)$, which is $1-6a^2$ to second order. The wide segments do not make up for the narrow ones, because $R^{-3}$ is a convex function of $R$. A smooth corrugation replaces the average over two radii by an average over a continuous profile.

\section{Statement}

The wall radius is
\begin{equation}
R(z)=r(1+a\cos qz),\qquad 0\le a<1,\qquad \lambda=\frac{2\pi}{q},
\end{equation}
and the pore has length $L$. The assumptions are as follows.
\begin{enumerate}
\item Collisions between molecules are negligible, and the temperature is uniform, so the mean speed $v$ is the same everywhere.
\item Molecules leave the wall diffusely: the probability per solid angle is $\cos\theta/\pi$, with $\theta$ measured from the inward normal.
\item The flow is steady, and the wall takes up no molecules on balance.
\item The corrugation is slow, $r\ll\lambda$, at fixed $a$.
\item $L$ is a whole number of periods, or $L\gg\lambda$, and the resistance of the pore mouths is negligible.
\end{enumerate}
The conductance $G$ is the molecular flow divided by the difference in number density between the ends. It has the unit of volume per time.

\textbf{Theorem.} To leading order in $r/\lambda$,
\begin{equation}
\frac{G}{G_0}=\frac{(1-a^2)^{5/2}}{1+a^2/2},\qquad
G_0=\frac{2\pi r^3v}{3L},
\label{result}
\end{equation}
where $G_0$ belongs to a uniform pore of radius $r$, with the same length, gas and temperature.

\section{The uniform tube}

\textbf{Lemma 1.} In a long uniform tube of radius $r$ the flow towards positive $z$ is
\begin{equation}
J=-\frac{2\pi}{3}\,v r^3\frac{dn}{dz}.
\label{local}
\end{equation}

\textbf{Proof.} Let $\alpha$ be the angle between a flight and the tube axis, and $\psi$ its azimuth about the axis, measured from the inward normal. Then $\cos\theta=\sin\alpha\cos\psi$ and $d\Omega=\sin\alpha\,d\alpha\,d\psi$. Projected on the cross-section, the flight is a chord of length $2r\cos\psi$. Its full length is $2r\cos\psi/\sin\alpha$, and its axial advance is
\begin{equation}
\Delta z=2r\cos\psi\cot\alpha .
\label{advance}
\end{equation}
The cosine law gives the mean square advance:
\begin{align}
\langle\Delta z^2\rangle
&=\frac1\pi\int_0^\pi d\alpha\int_{-\pi/2}^{\pi/2}d\psi\,
\sin^2\!\alpha\,\cos\psi\;4r^2\cos^2\!\psi\cot^2\!\alpha\nonumber\\
&=\frac{4r^2}{\pi}\int_0^\pi\cos^2\!\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^3\!\psi\,d\psi\nonumber\\
&=\frac{4r^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{8r^2}{3}.
\label{square}
\end{align}

The wall emits $vn/4$ molecules per area and time; this relation defines the local density $n$ when there is a gradient. Take $n(z)=n_0+n'z$. Advances of either sign are equally likely, so the mean density at the starting points of the flights that land at $z$ is $n(z)$. Arrival balances emission, and the linear profile is steady.

Now count crossings of the section $z=0$. A molecule emitted at $-s$ crosses to the right if $\Delta z>s$. One emitted at $+s$ crosses to the left with the same probability $P(\Delta z>s)$. The net flow is
\begin{align}
J&=\frac v4\,2\pi r\int_0^\infty ds\,[n(-s)-n(s)]\,P(\Delta z>s)\nonumber\\
&=-\frac v4\,2\pi r\,n'\int_0^\infty 2s\,P(\Delta z>s)\,ds .
\end{align}
Integration by parts turns the last integral into the mean of $\Delta z^2$ restricted to $\Delta z>0$, which is $\langle\Delta z^2\rangle/2$. Hence
\begin{equation}
J=-\frac v4\,\pi r\,\langle\Delta z^2\rangle\,n'
=-\frac v4\,\pi r\,\frac{8r^2}{3}\,n'=-\frac{2\pi}{3}vr^3n'.
\end{equation}
For a density difference $\Delta n$ over the length $L$, $n'=-\Delta n/L$, which gives $G_0$ in \eqref{result}. $\square$

\textbf{Remark: when the law is local.} Nearly axial flights are long. For small $\alpha$, \eqref{advance} gives $\alpha\simeq2r\cos\psi/|\Delta z|$, so $|d\alpha|=2r\cos\psi\,d|\Delta z|/\Delta z^2$. The probability density of $\Delta z$ at large $|\Delta z|$ is
\begin{align}
p(\Delta z)&\simeq\frac1\pi\int_{-\pi/2}^{\pi/2}d\psi\,
\cos\psi\left(\frac{2r\cos\psi}{\Delta z}\right)^{2}
\frac{2r\cos\psi}{\Delta z^2}\nonumber\\
&=\frac{8r^3}{\pi\Delta z^4}\cdot\frac{3\pi}{8}=\frac{3r^3}{\Delta z^4}.
\end{align}
Flights with $|\Delta z|>Z\gg r$ contribute $2\int_Z^\infty 3r^3z^{-2}dz=6r^3/Z$ to $\langle\Delta z^2\rangle$. Relative to $8r^2/3$ this is $9r/(4Z)$. Choose $Z$ with $r\ll Z\ll\lambda$. Nearly all of the mean square then comes from flights over which the radius hardly changes, and the wall slope, at most $aqr$, is small. To leading order \eqref{local} holds at each $z$ with $r$ replaced by $R(z)$. The slow decay of the tail suggests a correction of order $r/\lambda$. This is an estimate and not a bound, since the corrugation itself blocks some of the long flights. Section 5 measures the correction.

\section{The average and the proof}

\textbf{Lemma 2.} For $0\le a<1$, with the average taken over a full turn of $\vartheta$,
\begin{equation}
\left\langle\frac1{(1+a\cos\vartheta)^3}\right\rangle
=\frac{1+a^2/2}{(1-a^2)^{5/2}} .
\label{average}
\end{equation}

\textbf{Proof.} Let $p>a$ and $I(p)=\langle(p+a\cos\vartheta)^{-1}\rangle$. The integrand is even about $\vartheta=\pi$, so the average may be taken over $0<\vartheta<\pi$. Put $t=\tan(\vartheta/2)$, so that $\cos\vartheta=(1-t^2)/(1+t^2)$ and $d\vartheta=2\,dt/(1+t^2)$. Then
\begin{align}
I(p)&=\frac1\pi\int_0^\infty\frac{2\,dt}{p(1+t^2)+a(1-t^2)}\nonumber\\
&=\frac2\pi\int_0^\infty\frac{dt}{(p+a)+(p-a)t^2}
=\frac1{\sqrt{p^2-a^2}} .
\end{align}
The second derivative of $(p+x)^{-1}$ with respect to $p$ is $2(p+x)^{-3}$, so the average of the inverse cube is $I''(p)/2$. Differentiating,
\begin{align}
I'&=-p\,(p^2-a^2)^{-3/2},\nonumber\\
I''&=-(p^2-a^2)^{-3/2}+3p^2(p^2-a^2)^{-5/2}\nonumber\\
&=(2p^2+a^2)(p^2-a^2)^{-5/2}.
\end{align}
Half of this at $p=1$ is \eqref{average}. $\square$

\textbf{Proof of the theorem.} In steady flow without uptake, $J$ is the same at every $z$. The local law gives $-dn/dz=3J/(2\pi vR^3)$. Integrating along the pore,
\begin{equation}
\frac1G=\frac{\Delta n}{J}=\frac{3}{2\pi v}\int_0^L\frac{dz}{R(z)^3}
=\frac{3L}{2\pi vr^3}\left\langle\frac1{(1+a\cos\vartheta)^3}\right\rangle .
\end{equation}
The prefactor is $1/G_0$, and Lemma 2 gives \eqref{result}. If $L$ is not a whole number of periods, the integral differs from $L$ times the mean by a bounded periodic function of $L$. The relative error is then of order $\lambda/L$. $\square$

\textbf{Remark: shallow corrugation.} To second order,
\begin{equation}
\frac G{G_0}\simeq\left(1-\tfrac52a^2\right)\left(1-\tfrac12a^2\right)\simeq1-3a^2 .
\end{equation}
The coefficient is half that of the two-radius pore, because $a^2\cos^2\vartheta$ averages to $a^2/2$ whereas $(\pm a)^2$ averages to $a^2$. Numerical integration at $a=0.01$ gives 2.9997 for the coefficient.

\textbf{Remark: narrow necks.} As $a\to1$, $1-a^2\simeq2(1-a)$ and
\begin{equation}
\frac G{G_0}\simeq\frac{[2(1-a)]^{5/2}}{3/2}=\frac{8\sqrt2}{3}(1-a)^{5/2}.
\end{equation}
Near a neck at $z_0$, $R\simeq r[(1-a)+\tfrac12aq^2(z-z_0)^2]$. The resistance per length peaks as $(1-a)^{-3}$, over a distance proportional to $(1-a)^{1/2}$; the product gives the power $5/2$. The limit loses its meaning when the neck is no longer wide compared with a molecule.

\textbf{Remark: equal volume.} The theorem holds $r$ fixed, and the corrugated pore then has the larger volume, since $\langle R^2\rangle=r^2(1+a^2/2)$. A uniform pore of equal volume and length has radius $r(1+a^2/2)^{1/2}$, and its conductance is $(1+a^2/2)^{3/2}G_0$. Relative to that pore the factor is
\begin{equation}
\left(\frac{1-a^2}{1+a^2/2}\right)^{5/2}.
\end{equation}

\section{A check that does not assume the local law}

\textbf{Proposition.} Let $z$ and $z'$ be the ends of a flight in the periodic pore, $\Delta z=z'-z$, and $\Delta h=h(z')-h(z)$ for a function $h$ of period $\lambda$. Without mouth effects,
\begin{equation}
GL=\frac{v}{4\lambda}\min_h F[h],\qquad
F[h]=\frac12\int_{\rm period}dS\;E\!\left[(\Delta z+\Delta h)^2\right],
\label{minimum}
\end{equation}
where $dS$ is the wall area and $E$ the mean over cosine-law flights from it.

\textbf{Proof.} The probability that a flight from a wall point lands on $dS'$ is $K\,dS'$. Here $K=\cos\theta\cos\theta'/(\pi s^2)$ if the two points, a distance $s$ apart, see each other, and $K=0$ otherwise. This $K$ is symmetric. Write the density, up to a constant, as $n=n'[z+h(z)]$, with $n'$ the mean gradient. Emission balances arrival when $E[\Delta z+\Delta h]=0$ at every wall point.

Changing $h$ by $\eta$ changes $F$ to first order by
\begin{equation}
\delta F=\int dS\,E[(\Delta z+\Delta h)\,\Delta\eta]
=-2\int dS\,\eta(z)\,E[\Delta z+\Delta h].
\end{equation}
The second form follows by exchanging the two ends in the term with $\eta(z')$: $K$ is unchanged and $\Delta z+\Delta h$ changes sign. So $F$ is stationary when the balance holds, and since $F$ is a sum of squares, the stationary value is its minimum.

A pair of wall points carries the net flow $(v/4)K[n(z)-n(z')]\,dS\,dS'$ from $z$ to $z'$. It crosses every section between them, a range of length $|\Delta z|$. Integrating the flow over the sections of one period, with a factor $1/2$ because each pair is counted twice, gives
\begin{equation}
J\lambda=-\frac v4\,n'\,\frac12\int_{\rm period}dS\,E[(\Delta z+\Delta h)\Delta z].
\end{equation}
Setting $\eta=h$ in $\delta F=0$ shows that $\int dS\,E[(\Delta z+\Delta h)\Delta h]=0$. This term may be added, which completes the square, and $GL=-J/n'$ gives \eqref{minimum}. $\square$

For a uniform tube $h=0$, and \eqref{square} returns $G_0$. For the corrugated pore, flights were traced between points of the true wall, with $h$ expanded in sines. For $a=0.4$ the theorem gives $G/G_0=0.599$. The traced ratios deviate from it by $-4.1\%$ at $\lambda/r=25$ and $-0.8\%$ at $\lambda/r=100$. At $\lambda/r=400$ and 1600 the deviations are $-0.16\%$ and $-0.14\%$, comparable with the $0.16\%$ shift seen at $\lambda/r=100$ when the sample was halved and redrawn. All four values carry a sampling error of about 0.1\%. Sampling the nearly axial flights more densely moves them to $-4.0\%$, $-0.92\%$, $-0.22\%$ and $-0.06\%$, which fall about fourfold for each fourfold longer period, as the estimate $r/\lambda$ suggests. For $a=0.7$ and $\lambda/r=1600$, tracing gives 0.1489 (0.1491 with the denser sampling) and the theorem 0.1492. At $a=0.4$ and $\lambda/r=25$ and 100, where the deviation clearly exceeds the sampling shift, the finite period lowers the conductance; the sign of this correction has not been derived here.

\section{Nitric oxide in a modulated nanopore}

Take NO at 500 K and 1 Torr in a pore with $r=40$ nm, $a=0.4$, $\lambda=4\ \mu$m and $L=60\ \mu$m. There are 15 periods, and the radius runs from 24 to 56 nm. The molecular mass of 30.006 u gives $v=\sqrt{8k_BT/(\pi m)}=594$ m/s. Then
\begin{align}
G_0&=\frac{2\pi(40\times10^{-9}\ {\rm m})^3(594\ {\rm m/s})}
{3(60\times10^{-6}\ {\rm m})}
=1.327\times10^{-15}\ {\rm m^3/s},\nonumber\\
\frac G{G_0}&=\frac{(0.84)^{5/2}}{1.08}=0.599,\qquad
G=7.95\times10^{-16}\ {\rm m^3/s}.
\end{align}
In other units $G_0=1327$ and $G=795\ \mu{\rm m^3/s}$. Tracing at this period gives $788\ \mu{\rm m^3/s}$, where the sampling shift of 0.16\% amounts to about $1\ \mu{\rm m^3/s}$; the denser sampling gives 787. The gas density is $1.93\times10^{22}\ {\rm m^{-3}}$, so with vacuum at the far end the slow limit gives about $1.5\times10^7$ molecules per second. Against a uniform pore of equal volume the factor is 0.534. The narrow halves of the periods, where $R<r$, take 84\% of the density drop.

The neglected effects can be sized for the same numbers. With a rough collision diameter of 0.35 nm the mean free path is $95\ \mu$m, about 850 times the widest pore diameter, so collisions with the gas are rare compared with collisions with the wall. The resistance of an opening of the widest radius, $[(v/4)\pi r^2(1+a)^2]^{-1}$, is 0.05\% of the pore resistance. This understates the end effect, because there are two ends and long flights near them add to it. Solving the flight balance in the finite pore gives a conductance about 0.17\% below that of the endless periodic pore. For a uniform tube with the same $L/r=1500$ the loss is 0.5\%. A leftover part of a period would shift the resistance from $L$ times its mean per length by at most 1.2\% if the pore starts at a widest point, and by at most 2.5\% for an arbitrary starting phase.

Partly specular reflection matters more for the absolute flow. Let a fraction $f$ of wall collisions be diffuse. In a uniform tube a specular reflection keeps both the axial velocity and the chord length, so $N$ equal advances follow each diffuse emission, with probability $f(1-f)^{N-1}$. The mean square displacement grows by $\langle N^2\rangle=(2-f)/f^2$ and the time by $\langle N\rangle=1/f$. Diffusion, and with it the conductance, is multiplied by $(2-f)/f$. For $f=0.9$ this is 1.22. The factor does not depend on the radius, so it cancels from $G/G_0$ in the slow limit, provided that the chains of specular flights also stay short compared with $\lambda$. The chains enlarge the finite-period correction: at $\lambda/r=100$ the shortfall from the slow limit grows from 0.9\% at $f=1$ to about 1.5\% at $f=0.9$ and about 3.4\% at $f=0.5$.

These dimensions are rough values in the range of diameter-modulated anodic alumina pores; the sinusoidal profile and the circular section are idealizations. The period was chosen long compared with the radius. A period of $1\ \mu$m at the same $r$ and $a$ corresponds to $\lambda/r=25$, where the traced conductance lies 4\% below the slow limit. In atomic layer deposition the wall consumes the precursor, so $J$ is not constant along the pore during a dose, and the theorem alone does not give the penetration depth. It does apply to the steady flow of a gas that is no longer taken up, through a pore open at both ends. The growing film also changes the geometry: a uniform 1 nm film reduces $r$ to 39 nm while the amplitude stays at 16 nm, and the conductance falls by 9.9\%. Excluding molecular centres from a layer of half the collision diameter lowers it by 1.8\%. For this pore, an error of one nanometre in the radius therefore matters more than the finite period. The numerical output below lists the values used here, apart from the densely sampled deviations, the finite-pore end effects, the 1.2\% bound and the shortfalls for $f<1$.

\section*{Table of computed values}
\begin{verbatim}
INPUTS: NO gas; rough modulated-alumina pore dimensions
mean radius r = 40.0 nm; amplitude a = 0.40
neck radius = 24.0 nm; widest = 56.0 nm
period = 4.0 um; length = 60.0 um
number of periods = 15.0
temperature = 500 K; pressure = 1.0 Torr
NO mass = 30.006 u; rough diameter = 0.35 nm
CHECKS
small-a coefficient from quadrature = 2.9997
uniform tube, traced/formula = 1.00000
slow-limit G/G0 at a=0.4: 0.59879
period/r=25: traced G/G0=0.57442, dev=-4.07 %
period/r=100: traced G/G0=0.59391, dev=-0.82 %
period/r=400: traced G/G0=0.59784, dev=-0.16 %
period/r=1600: traced G/G0=0.59792, dev=-0.14 %
half sample, new seed: shift = -0.157 %
8 instead of 12 harmonics: shift = +0.0000 %
a=0.7, period/r=1600: traced = 0.14888
a=0.7: formula = 0.14920, dev = -0.21 %
EXAMPLE RESULTS
mean inverse cube = 1.67003
mean molecular speed = 594.0 m/s
uniform conductance = 1327.0 um^3/s
corrugated conductance, slow limit = 794.6 um^3/s
corrugated conductance, traced = 788.1 um^3/s
gas number density = 1.9313e+22 1/m^3
flow into vacuum, slow limit = 1.535e+07 molecules/s
ratio to uniform pore of equal volume = 0.53351
density drop in narrow half-periods = 83.84 %
NEGLECTED EFFECTS
mean free path = 95.1 um
free path / widest diameter = 849
mouth resistance / pore resistance = 0.054 %
partial period, largest resistance shift = 2.45 %
diffuse fraction = 0.90; uniform-tube factor = 1.2222
finite molecular radius: shift = -1.78 %
1.0 nm film: conductance shift = -9.94 %
\end{verbatim}
